# The electron's g = 2 Zeeman term without relativity

## What goes wrong without the spin term

Suppose that a program represents an electron by a two-component wavefunction but uses the Hamiltonian \(\boldsymbol\pi^2/2+V\) in a magnetic field. This operator does not act on the spin index, so every level remains doubly degenerate in spin. In the example below, at 6.58 T, a splitting of 0.000762 eV is then missing. The opposite fault is to use \((\boldsymbol\sigma\cdot\boldsymbol\pi)^2/2\) and also add a Zeeman term by hand. The first expression already contains that term, and the result is \(g=4\).

The correct Hamiltonian for an electron with minimal coupling is

\[
H=\tfrac12\boldsymbol\pi^2+V+\tfrac12\boldsymbol\sigma\cdot\mathbf B. \tag{1}
\]

It follows from one particular first-order wave equation, the Lévy-Leblond equation, which has Galilean symmetry. The speed of light does not enter.

## Conventions and the operator identity

Atomic units are used: \(\hbar=m=1\), and the electron has charge \(-1\). The vector potential \(\mathbf A\) is a given external function, \(\mathbf B=\nabla\times\mathbf A\), and \(V\) is the potential energy. With \(\mathbf p=-i\nabla\), the kinetic momentum is \(\boldsymbol\pi=\mathbf p+\mathbf A\); the plus sign comes from the negative charge. Repeated indices are summed.

The components of \(\mathbf p\) commute with each other, as do those of \(\mathbf A\). The mixed terms leave

\[
[\pi_i,\pi_j]=[p_i,A_j]+[A_i,p_j]
=-i(\partial_iA_j-\partial_jA_i)=-i\epsilon_{ijk}B_k. \tag{2}
\]

The Pauli matrices obey \(\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k\). Therefore

\[
(\boldsymbol\sigma\cdot\boldsymbol\pi)^2
=\boldsymbol\pi^2+i\epsilon_{ijk}\sigma_k\pi_i\pi_j .
\]

Since \(\epsilon_{ijk}\) is antisymmetric, only the commutator contributes to the last term:

\[
\epsilon_{ijk}\pi_i\pi_j=\tfrac12\epsilon_{ijk}[\pi_i,\pi_j]
=-\tfrac i2\epsilon_{ijk}\epsilon_{ijl}B_l=-iB_k,
\]

where \(\epsilon_{ijk}\epsilon_{ijl}=2\delta_{kl}\). The factor \(i(-i)=1\) gives

\[
(\boldsymbol\sigma\cdot\boldsymbol\pi)^2
=\boldsymbol\pi^2+\boldsymbol\sigma\cdot\mathbf B. \tag{3}
\]

This holds for non-uniform fields too, with \(\mathbf B\) taken at the position of the electron.

The \(g\) factor is defined by the energy \(g\mu_B\mathbf B\cdot\mathbf S\), with \(\mathbf S=\boldsymbol\sigma/2\) and \(\mu_B=1/2\). This energy equals \((g/4)\boldsymbol\sigma\cdot\mathbf B\). Half of (3) contains \(\tfrac12\boldsymbol\sigma\cdot\mathbf B\), so \(g=2\). The positive sign means that spin antiparallel to the field has the lower energy. In SI units the term is \((e\hbar/2m)\boldsymbol\sigma\cdot\mathbf B\), again without the speed of light.

The identity does not yet explain why \((\boldsymbol\sigma\cdot\boldsymbol\pi)^2\) should be used. Without a field, \((\boldsymbol\sigma\cdot\mathbf p)^2=\mathbf p^2\), so the free Hamiltonian can be written with any real \(\lambda\) as

\[
\tfrac12(1-\lambda)\mathbf p^2+\tfrac12\lambda(\boldsymbol\sigma\cdot\mathbf p)^2 .
\]

Replacing \(\mathbf p\) by \(\boldsymbol\pi\) now gives \(\tfrac12\boldsymbol\pi^2+\tfrac12\lambda\boldsymbol\sigma\cdot\mathbf B\), hence \(g=2\lambda\). Passing to a first-order equation does not by itself remove this ambiguity. The system \(i\partial_t\varphi=\tfrac12(1-\lambda)\mathbf p\cdot\mathbf h+\tfrac12\lambda\,\boldsymbol\sigma\cdot\mathbf p\,\xi\), \(\mathbf h=\mathbf p\varphi\), \(\xi=\boldsymbol\sigma\cdot\mathbf p\,\varphi\) is linear in momentum. Eliminating \(\mathbf h\) and \(\xi\) after the replacement returns the same operator, and again \(g=2\lambda\). The next section imposes a stronger condition, which does select one value.

## Linearizing the free equation

Let \(E=i\partial_t\). We seek a first-order equation \(\Theta\psi=0\), with constant square matrices, whose solutions all obey the free Schrödinger equation. A sufficient condition is a partner \(\Theta'\) that is itself of first order. It is not necessary, so it enters here as an assumption:

\[
\Theta=ME+N_ip_i+K,\quad \Theta'=M'E+N_i'p_i+K',\quad
\Theta'\Theta=2E-\mathbf p^2. \tag{4}
\]

For free motion \(E\) and the \(p_i\) commute. Matching their powers gives

\[
\begin{aligned}
&M'M=0,\qquad K'K=0,\qquad M'K+K'M=2,\\
&M'N_i+N_i'M=0,\qquad N_i'K+K'N_i=0,\\
&N_i'N_j+N_j'N_i=-2\delta_{ij}.
\end{aligned}
\]

Define two further matrices,

\[
N_4=i(M+K/2),\qquad N_5=M-K/2,
\]

and \(N_4',N_5'\) in the same way from \(M',K'\). Then

\[
\begin{aligned}
N_4'N_4&=-[M'M+\tfrac12(M'K+K'M)+\tfrac14K'K]=-1,\\
N_5'N_5&=M'M-\tfrac12(M'K+K'M)+\tfrac14K'K=-1,\\
N_4'N_5+N_5'N_4&=\tfrac i2(K'M-M'K)+\tfrac i2(M'K-K'M)=0.
\end{aligned}
\]

The mixed conditions with \(i=1,2,3\) are linear combinations of the second line of matching conditions. All conditions therefore combine into

\[
N_a'N_b+N_b'N_a=-2\delta_{ab},\qquad a,b=1,\ldots,5. \tag{5}
\]

Setting \(a=b\) shows that every \(N_a\) is invertible and that \(N_5'=-N_5^{-1}\). For \(a\le4\), define \(\gamma_a=N_5^{-1}N_a\). Equation (5) with \(b=5\) gives \(N_a'N_5=-N_5'N_a=\gamma_a\), so \(N_a'=\gamma_aN_5^{-1}\). Hence \(N_a'N_b=\gamma_a\gamma_b\), and

\[
\gamma_a\gamma_b+\gamma_b\gamma_a=-2\delta_{ab},\qquad a,b=1,\ldots,4. \tag{6}
\]

### Why four components are needed

Form the 16 products of distinct \(\gamma_a\), including the identity. Each product other than the identity anticommutes with some \(\gamma_a\): take one of its factors if their number is even, and an absent matrix if it is odd. If \(\Gamma\) is such a product, \(\gamma_a^{-1}\Gamma\gamma_a=-\Gamma\). The trace is unchanged by this transformation, so \(\operatorname{tr}\Gamma=0\).

Now suppose that a linear combination of the products vanishes. Multiply it by the inverse of one product and take the trace. The other terms become traceless products, so the coefficient of the chosen product is zero. The 16 products are thus linearly independent. Matrices of size \(n\) span \(n^2\) dimensions, so \(n\ge4\). We take \(n=4\), which is attained by the matrices in (9).

### The singular coefficients

From the definitions of \(N_4\) and \(N_5\),

\[
M=\tfrac12(N_5-iN_4)=N_5P_-,\qquad
K=-(N_5+iN_4)=-2N_5P_+,
\]

with \(P_\mp=(1\mp i\gamma_4)/2\). Since \((i\gamma_4)^2=1\), these are complementary projectors. Since \(\operatorname{tr}\gamma_4=0\), each has rank 2. Removing the invertible factor \(N_5\) leaves

\[
[EP_-+\boldsymbol\gamma\cdot\mathbf p-2P_+]\psi=0. \tag{7}
\]

In a basis adapted to the two projectors, the time derivative acts on just two of the four components.

## Identifying the spin

Define \(\Sigma_k=\tfrac i2\epsilon_{ijk}\gamma_i\gamma_j\), so that \(\Sigma_3=i\gamma_1\gamma_2\). From (6),

\[
\begin{aligned}
[\Sigma_3,\gamma_1]&=i(\gamma_1\gamma_2\gamma_1-\gamma_1\gamma_1\gamma_2)=2i\gamma_2,\\
[\Sigma_3,\gamma_2]&=i(\gamma_1\gamma_2\gamma_2-\gamma_2\gamma_1\gamma_2)=-2i\gamma_1,
\end{aligned}
\]

and \([\Sigma_3,\gamma_3]=0\), because \(\gamma_3\) passes two anticommuting factors. Cyclic permutation gives \([\tfrac12\Sigma_k,\gamma_l]=i\epsilon_{klm}\gamma_m\). The orbital angular momentum obeys \([L_k,p_l]=i\epsilon_{klm}p_m\). Consequently

\[
[L_k+\tfrac12\Sigma_k,\gamma_lp_l]
=i\epsilon_{klm}(\gamma_lp_m+\gamma_mp_l)=0, \tag{8}
\]

since the bracket is symmetric in \(l,m\). The matrices \(\Sigma_k\) also commute with \(P_\pm\), as they contain two factors that each anticommute with \(\gamma_4\). Any other choice with the same commutators differs from \(\Sigma_k/2\) by a matrix that commutes with all \(\gamma_a\). For \(n=4\) the 16 products span all matrices, so this difference is a multiple of the identity, and the commutation rules of angular momentum make it zero. Rotational symmetry thus identifies \(\boldsymbol\Sigma/2\) as the spin for \(n=4\), including its factor one half. Without this normalization a value of \(g\) would have no meaning.

To obtain two-component equations, note first that \(\Sigma_k^2=1\) and \(\Sigma_1\Sigma_2=-\gamma_2\gamma_3\gamma_3\gamma_1=\gamma_2\gamma_1=i\Sigma_3\), with cyclic relations. On the two-dimensional range of \(P_-\), choose a basis in which \(\Sigma_3=\sigma_3\). This is possible because \(\Sigma_3\) squares to one and anticommutes with the invertible \(\Sigma_1\), so both eigenvalues \(\pm1\) occur. Then \(\Sigma_1\) is off-diagonal, and rescaling one basis vector makes it \(\sigma_1\). The product rule fixes \(\Sigma_2=\sigma_2\).

Next let \(R=\gamma_1\gamma_2\gamma_3\). It satisfies \(R^2=1\), commutes with \(\Sigma_k\), and anticommutes with \(\gamma_4\). It therefore carries the basis of the \(P_-\) range into a basis of the \(P_+\) range. Direct multiplication gives \(R\Sigma_3=i\gamma_1\gamma_2\gamma_1\gamma_2\gamma_3=-i\gamma_3\), and likewise for the other components, so \(\gamma_k=iR\Sigma_k\). In the combined basis,

\[
\gamma_k=i\begin{pmatrix}0&\sigma_k\\ \sigma_k&0\end{pmatrix},\qquad
\gamma_4=i\begin{pmatrix}1&0\\0&-1\end{pmatrix}. \tag{9}
\]

Every four-component solution can be brought to this form. Write \(\psi=(\varphi,i\chi)\), where \(\varphi\) and \(\chi\) have two components each. Equation (7) becomes

\[
E\varphi=\boldsymbol\sigma\cdot\mathbf p\,\chi,\qquad
\boldsymbol\sigma\cdot\mathbf p\,\varphi=2\chi. \tag{10}
\]

This is the free Lévy-Leblond equation.

## Adding the field

Minimal coupling replaces \(\mathbf p\) by \(\boldsymbol\pi\) and \(E\) by \(E-V\):

\[
(E-V)\varphi=\boldsymbol\sigma\cdot\boldsymbol\pi\,\chi,\qquad
\boldsymbol\sigma\cdot\boldsymbol\pi\,\varphi=2\chi. \tag{11}
\]

The second line contains neither \(E\) nor \(V\). It gives \(\chi=\tfrac12\boldsymbol\sigma\cdot\boldsymbol\pi\varphi\) without an expansion, even for time-dependent fields. Substitution in the first line and use of (3) yield

\[
E\varphi=\left[\tfrac12(\boldsymbol\sigma\cdot\boldsymbol\pi)^2+V\right]\varphi
=\left[\tfrac12\boldsymbol\pi^2+V+\tfrac12\boldsymbol\sigma\cdot\mathbf B\right]\varphi,
\]

which is (1). The linear equation fixed by condition (4) has selected \(\lambda=1\).

The result is independent of gauge. Under \(\mathbf A\to\mathbf A+\nabla\Lambda\) and \(V\to V+\partial_t\Lambda\), multiply \(\varphi\) and \(\chi\) by \(e^{-i\Lambda}\). The derivative of this phase contributes \(-\nabla\Lambda\) to \(\boldsymbol\pi\) and \(+\partial_t\Lambda\) to \(E\), cancelling the added potentials. The spin term contains \(\mathbf B\), which does not change.

## Galilean symmetry and what it leaves open

Consider a frame moving with constant velocity \(\mathbf v\), so \(\mathbf r'=\mathbf r-\mathbf vt\). The classical coupling \(-V-\mathbf u\cdot\mathbf A\) for electron velocity \(\mathbf u=\mathbf u'+\mathbf v\) keeps its form if \(\mathbf A'=\mathbf A\) and \(V'=V+\mathbf v\cdot\mathbf A\). Let

\[
F=e^{-i(\mathbf v\cdot\mathbf r-v^2t/2)},\qquad
\varphi'=F\varphi,\qquad
\chi'=F(\chi-\tfrac12\boldsymbol\sigma\cdot\mathbf v\,\varphi).
\]

The time derivative at fixed \(\mathbf r'\) is \(\partial_t+\mathbf v\cdot\nabla\). Acting on \(F\), it contributes \(-v^2/2+v^2=v^2/2\) to the energy. Therefore, moving \(F\) to the left replaces

\[
\boldsymbol\pi\to\boldsymbol\pi-\mathbf v,\qquad
E'-V'\to E-V-\mathbf v\cdot\boldsymbol\pi+v^2/2 .
\]

Let \(R_1=(E-V)\varphi-\boldsymbol\sigma\cdot\boldsymbol\pi\chi\) and \(R_2=\boldsymbol\sigma\cdot\boldsymbol\pi\varphi-2\chi\) be the residuals of (11). In the second one the two terms in \(\boldsymbol\sigma\cdot\mathbf v\,\varphi\) cancel, so \(R_2'=FR_2\). In the first, the terms in \(v^2\) cancel and leave

\[
F^{-1}R_1'=R_1+\boldsymbol\sigma\cdot\mathbf v\,\chi
+\left[\tfrac12(\boldsymbol\sigma\cdot\boldsymbol\pi)(\boldsymbol\sigma\cdot\mathbf v)
-\mathbf v\cdot\boldsymbol\pi\right]\varphi .
\]

For constant \(\mathbf v\), the anticommutator of \(\boldsymbol\sigma\cdot\boldsymbol\pi\) and \(\boldsymbol\sigma\cdot\mathbf v\) is \(2\mathbf v\cdot\boldsymbol\pi\). The bracket is thus \(-\tfrac12(\boldsymbol\sigma\cdot\mathbf v)(\boldsymbol\sigma\cdot\boldsymbol\pi)\), and

\[
R_1'=F(R_1-\tfrac12\boldsymbol\sigma\cdot\mathbf v\,R_2). \tag{12}
\]

Solutions go into solutions. This establishes Galilean covariance for an electron in prescribed external potentials; it says nothing about the equations that generate those potentials.

The symmetry does not by itself fix \(g\). Add \(\kappa\boldsymbol\sigma\cdot\mathbf B\) to \(V\) in the first line of (11). Since \(\mathbf B'=\mathbf B\), relation (12) still holds. The total coefficient is now \(\tfrac12+\kappa=g/4\), so \(g=2+4\kappa\). The value 2 therefore rests on three assumptions: the factorization (4), the smallest size \(n=4\), which together lead to (10), and minimal coupling in that equation. The size matters: the \(8\times8\) matrices \(\gamma_a\otimes1\) also satisfy (6), but a second spin \(1\otimes\boldsymbol\tau/2\), with Pauli matrices \(\boldsymbol\tau\), can then be added to \(\boldsymbol\Sigma/2\) without spoiling (8). The state with total spin projection 1 along the field has spin energy \(B/2\), which corresponds to \(g=1\). Radiative corrections, which change the electron's \(g\) by roughly one part in a thousand, lie outside this model.

## Implementation

In orthonormal bases for \(\varphi\) and \(\chi\), let \(D\) be the matrix of \(\boldsymbol\sigma\cdot\boldsymbol\pi\) from the first basis to the second. Stationary states satisfy

\[
\begin{pmatrix}V&D^\dagger\\D&-2\end{pmatrix}
\begin{pmatrix}\varphi\\ \chi\end{pmatrix}
=E\begin{pmatrix}1&0\\0&0\end{pmatrix}
\begin{pmatrix}\varphi\\ \chi\end{pmatrix}. \tag{13}
\]

The singular matrix on the right produces infinite eigenvalues, which must be discarded. The finite ones are those of \(V+\tfrac12D^\dagger D\).

For (13) to reproduce exactly the matrix of (1) in the \(\varphi\) basis, the \(\chi\) basis must contain \(\boldsymbol\sigma\cdot\boldsymbol\pi\varphi\) for every \(\varphi\) in that basis. If it does not, a projector \(Q\) onto the available space enters and the kinetic matrix becomes \(\tfrac12D^\dagger QD\), with \(D\) the complete image. The missing part, \(\tfrac12D^\dagger(1-Q)D\), has no negative expectation value. An incomplete \(\chi\) basis can therefore lower the energies falsely.

It is also unsafe to truncate \(\pi_x\) and \(\pi_y\) to square matrices and then multiply them. The trace of a commutator of finite square matrices is zero, whereas (2) for a uniform field along \(z\) requires the trace \(-iB\) times the matrix size. Rectangular matrices into a sufficiently large basis avoid this conflict.

## Reading g from a spectrum

For a uniform field take \(\mathbf A=\tfrac12\mathbf B\times\mathbf r\). Its divergence vanishes, so the term linear in \(\mathbf A\) in \(\boldsymbol\pi^2/2\) is \(\mathbf A\cdot\mathbf p=\tfrac12\mathbf B\cdot\mathbf L\). Hence

\[
H=\tfrac12\mathbf p^2+V+\tfrac12\mathbf B\cdot(\mathbf L+2\mathbf S)+\tfrac12\mathbf A^2 .
\]

In the term linear in \(\mathbf B\), one unit of spin projection contributes twice as much energy as one unit of orbital projection.

Consider motion in a plane perpendicular to the field, with \(V=\tfrac12\omega_0^2r^2\). Here \(\omega_c=B\) and \(\mathbf A^2/2=\omega_c^2r^2/8\), so the effective oscillator frequency is \(\Omega=\sqrt{\omega_0^2+\omega_c^2/4}\). In terms of its ladder operators, define \(a_\pm=(a_x\mp ia_y)/\sqrt2\). Their number operators obey \(n_++n_-=n_x+n_y\) and \(n_+-n_-=-i(a_x^\dagger a_y-a_y^\dagger a_x)=L_z\). With \(m=n_+-n_-\) and \(n=\min(n_+,n_-)\),

\[
E=(2n+|m|+1)\Omega+\tfrac12m\omega_c+\tfrac12s\omega_c,\qquad s=\pm1. \tag{14}
\]

Take a trap length of 50 Å and a magnetic length of 100 Å as model parameters. These lengths are \(\sqrt{\hbar/(m_e\omega_0)}\) and \(\sqrt{\hbar/(eB)}\), with \(m_e\) the electron mass. Using \(\hbar^2/m_e=7.619964\) eV Å\(^2\),

\[
\hbar\omega_0=\frac{7.619964}{50^2}=0.0030480\ \text{eV},\qquad
\hbar\omega_c=\frac{7.619964}{100^2}=0.0007620\ \text{eV},
\]

and \(\hbar\Omega=\sqrt{0.0030480^2+0.0003810^2}=0.0030717\) eV. The numerical check solves (13) separately for each spin and inserts no Zeeman term. Its levels with \(n=0\) agree with (14):

| \(m\) | spin down (eV) | spin up (eV) |
|---|---:|---:|
| 0 | 0.0026907 | 0.0034527 |
| −1 | 0.0053814 | 0.0061434 |
| +1 | 0.0061434 | 0.0069054 |

The spin splitting at \(m=0\) is \(0.0034527-0.0026907=0.0007620\) eV. With \(\mu_BB=0.0003810\) eV, the ratio is \(g=2.000\). For spin down, the levels \(m=\pm1\) differ by the same energy, but \(m\) changes by two units. The orbital factor is therefore \(0.0007620/(2\times0.0003810)=1.000\).

The levels \((m=+1,\text{down})\) and \((m=-1,\text{up})\) coincide. For general \(g\), replace the spin term in (14) by \(gs\omega_c/4\); their separation becomes \(\hbar\omega_c(1-g/2)\). In the exact levels of this circular trap, the gap therefore vanishes only for \(g=2\). In a numerical spectrum, an incomplete basis can also open a gap, so convergence must be checked first. The example uses the free-electron mass and is not a model of a semiconductor dot. There the orbital splitting is \(\hbar eB/m^*\) and the spin splitting is \(g^*\mu_BB\), with effective values set by the band structure, so the two levels coincide only if \(g^*m^*/m_e=2\).

With 10 oscillator functions per direction, a second gauge changes the six listed levels by at most \(3.0\times10^{-17}\) eV, which is at the level of rounding error; in much smaller bases the change is larger. For a field proportional to \(1+0.30x^2\), with \(x\) in trap lengths, the linear equation and (1) agree within \(1.2\times10^{-15}\) eV over all finite levels of the basis. This second comparison tests the local field in the spin term, which a uniform field cannot do.

## Computed results

```
trap length                        50.0 angstrom
magnetic length                    100.0 angstrom
field strength                     6.5821 T
hbar^2/m                           7.619964 eV angstrom^2
trap quantum hbar omega_0          0.003047986 eV
cyclotron quantum hbar omega_c     0.000761996 eV
ratio omega_c/omega_0              0.2500 (no unit)
combined quantum hbar Omega        0.003071706 eV
Bohr magneton times field          0.000380998 eV
Levels from the linear equation:
  spin down m =  0                 0.002690708 eV
  spin down m = -1                 0.005381415 eV
  spin down m =  1                 0.006143412 eV
  spin up   m =  0                 0.003452704 eV
  spin up   m = -1                 0.006143412 eV
  spin up   m =  1                 0.006905408 eV
spin splitting at m = 0            0.000761996 eV
orbital splitting m = -1 to +1     0.000761996 eV
spin g factor                      2.000000 (no unit)
orbital g factor                   1.000000 (no unit)
ratio spin g / orbital g           2.000000 (no unit)
gap (down,m=+1) to (up,m=-1)       6.8e-18 eV
largest level change with gauge    3.0e-17 eV
non-uniform field, largest error   1.2e-15 eV
non-uniform field coefficient k    0.30 per trap length squared
basis functions per direction      10 (count)
independent Clifford products      16 (count)
rank of the projector P_minus      2 (count)
```
